# The Tsu-Esaki current formula and its logarithmic supply function: a program that tests the result

```python
"""
Result under test: Tsu-Esaki current density of a planar barrier, one mass m:
  J = e m kT/(2 pi^2 hbar^3) * integral dEz Tr(Ez) * S(Ez)
  S = ln[(1+exp((muL-Ez)/kT)) / (1+exp((muR-Ez)/kT))],  muR = muL - eV
Ez: energy of motion normal to the layers, from the left band edge (eV)
Tr: flux transmission probability; S: supply function; V: bias (V)
Lengths are in nm and energies in eV inside the program; J is in A/m^2.
A layer is a tuple (band edge, width, mass / m0, nonparabolicity in 1/eV).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.special import expit

Q, HBAR, M0 = sc.e, sc.hbar, sc.m_e
C = HBAR**2 / (2 * M0) / Q * 1e18          # hbar^2/(2 m0) in eV nm^2
TEMP = 300.0
KT = sc.k * TEMP / Q
MASS, MU, HEIGHT, WIDTH, BIAS = 0.067, 0.08, 0.25, 5.0, 0.05
# rough values used only to size neglected effects
MASS_B, GAP_C, GAP_B, EPS_R, RHO_C = 0.09, 1.42, 1.8, 12.9, 1e-6


def gauss(low, high, count=200):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def barrier(bias, height=HEIGHT, mass_b=MASS, alpha_c=0.0, alpha_b=0.0):
    count = 100
    mid = (np.arange(count) + 0.5) / count
    inner = [(height - bias * x, WIDTH / count, mass_b, alpha_b) for x in mid]
    return [(0.0, 0.0, MASS, alpha_c)] + inner + [(-bias, 0.0, MASS, alpha_c)]


def transmission(total, kperp2, layers):
    """Flux transmission at total energy and squared transverse wavevector."""
    def wave(layer):
        x = total - layer[0]
        m = layer[2] * (1 + layer[3] * x)
        return np.sqrt(m * x / C - kperp2 + 0j), m
    k_out, m_out = wave(layers[-1])
    k_in, m_in = wave(layers[0])
    psi, slope = np.ones_like(k_out), 1j * k_out / m_out   # slope = psi'/m
    for layer in layers[-2:0:-1]:
        k, m = wave(layer)
        k = k + 1e-12
        c, s = np.cos(k * layer[1]), np.sin(k * layer[1])
        psi, slope = c * psi - m * s / k * slope, k * s / m * psi + c * slope
    is_open = (k_in.real > 1e-9) & (k_out.real > 1e-9)
    k_safe = np.where(is_open, k_in, 1.0)
    incident = (psi + m_in * slope / (1j * k_safe)) / 2
    ratio = (k_out / m_out).real / (k_safe / m_in).real
    return np.where(is_open, ratio / np.abs(incident)**2, 0.0)


def supply(ez, mu_l, mu_r, kt=KT):
    return np.logaddexp(0, (mu_l - ez) / kt) - np.logaddexp(0, (mu_r - ez) / kt)


PRE = Q * MASS * M0 * Q**2 / (2 * np.pi**2 * HBAR**3)      # A/m^2 per eV^2


def log_current(trans, bias, low=0.0, high=None, kt=KT, count=200):
    high = MU + 30 * kt if high is None else high
    s, w = gauss(0, np.sqrt(high - low), count)
    ez = low + s**2
    return PRE * kt * np.sum(w * 2 * s * trans(ez) * supply(ez, MU, MU - bias, kt))


def full_current(layers, bias):
    """Double integral over total energy and transverse wavevector."""
    s, ws = gauss(0, np.sqrt(MU + 30 * KT), 160)
    t, wt = gauss(0, 1, 80)
    energy = (s**2)[:, None]
    kmax2 = MASS * energy * (1 + layers[0][3] * energy) / C
    tr = transmission(energy, kmax2 * (1 - t**2)[None, :], layers)
    area = np.sum(tr * 2 * kmax2 * t * wt, axis=1)
    diff = expit((MU - s**2) / KT) - expit((MU - bias - s**2) / KT)
    return Q**2 * 1e18 / (4 * np.pi**2 * HBAR) * np.sum(ws * 2 * s * diff * area)


def close(a, b, tol):
    assert abs(a / b - 1) < tol, (a, b)
    return abs(a / b - 1)


base = barrier(BIAS)


def tr_base(ez):
    return transmission(ez, 0.0, base)


# Transverse count: explicit sum over periodic box states, also for an ellipsoid
box = 200.0
k_line = 2 * np.pi / box * np.arange(-200, 201)
for mx, my in ((MASS, MASS), (0.19, 0.92)):
    e_perp = C * (k_line[:, None]**2 / mx + k_line[None, :]**2 / my)
    for ez in (0.03, 0.2):
        counted = 2 / box**2 * np.sum(expit((MU - ez - e_perp) / KT))
        formula = np.sqrt(mx * my) * KT / (2 * np.pi * C) * np.log1p(np.exp((MU - ez) / KT))
        close(counted, formula, 1e-8)

# Transmission: direct integration of the Schroedinger equation, sloped barrier
for ez in (0.05, 0.15, 0.3):
    kl, kr = np.sqrt(MASS * ez / C), np.sqrt(MASS * (ez + BIAS) / C)
    sol = solve_ivp(lambda z, y: [y[1], MASS / C * (HEIGHT - BIAS * z / WIDTH - ez) * y[0]],
                    (WIDTH, 0), [1 + 0j, 1j * kr], method="DOP853", rtol=1e-10, atol=1e-12)
    direct = kr / kl / abs((sol.y[0, -1] + sol.y[1, -1] / (1j * kl)) / 2)**2
    # tolerance: the program's barrier is a staircase of 100 steps
    close(float(tr_base(np.array([ez]))[0]), direct, 1e-4)

# Whole current from its definition: two streams in k space, own transmissions
e_top = MU + 30 * KT
kp, wp = gauss(0, np.sqrt(MASS * e_top / C))
perp = C * kp**2 / MASS
kz, wz = gauss(0, np.sqrt(MASS * e_top / C))
ez_l = C * kz**2 / MASS
disc_l = expit((MU - ez_l[:, None] - perp) / KT) @ (wp * 2 * np.pi * kp)
stream_l = np.sum(wz * kz * tr_base(ez_l) * disc_l)
k_edge = np.sqrt(MASS * BIAS / C)
root, wr = gauss(0, np.sqrt(np.sqrt(MASS * (e_top + BIAS) / C) - k_edge))
kz_r = k_edge + root**2
ez_r = C * kz_r**2 / MASS - BIAS
disc_r = expit((MU - BIAS - ez_r[:, None] - perp) / KT) @ (wp * 2 * np.pi * kp)
stream_r = np.sum(wr * 2 * root * kz_r * transmission(ez_r, 0.0, base[::-1]) * disc_r)
unit = 2 * Q / (2 * np.pi)**3 * HBAR / (MASS * M0) * 1e36
j_left, j_right = unit * stream_l, unit * stream_r
j_main = log_current(tr_base, BIAS)
dev_k = close(j_left - j_right, j_main, 1e-5)
close(full_current(base, BIAS), j_main, 1e-5)

# Zero-temperature limit: clipped linear supply against the formula at 1 K
s1, w1 = gauss(0, np.sqrt(MU - BIAS))
e2, w2 = gauss(MU - BIAS, MU)
j_cold = PRE * (np.sum(w1 * 2 * s1 * BIAS * tr_base(s1**2))
                + np.sum(w2 * (MU - e2) * tr_base(e2)))
close(log_current(tr_base, BIAS, kt=sc.k / Q, count=800), j_cold, 1e-3)

# Small-bias conductance against a finite difference
dv = 1e-4
sg, wg = gauss(0, np.sqrt(e_top))
g_area = PRE * np.sum(wg * 2 * sg * transmission(sg**2, 0.0, barrier(0.0))
                      * expit((MU - sg**2) / KT))
small = barrier(dv)
close(log_current(lambda e: transmission(e, 0.0, small), dv) / dv, g_area, 1e-3)

# High classical barrier: one-way flux e n v/4 of a Maxwell gas
top = MU + 0.4
n_top = 2 * (MASS * M0 * KT * Q / (2 * np.pi * HBAR**2))**1.5 * np.exp(-0.4 / KT)
v_mean = np.sqrt(8 * KT * Q / (np.pi * MASS * M0))
close(log_current(np.ones_like, 2.0, low=top, high=top + 30 * KT),
      Q * n_top * v_mean / 4, 1e-6)

# Unequal masses: transmission at fixed Ez depends on transverse energy
heavy = barrier(BIAS, mass_b=MASS_B)
ez0, ep0 = 0.1, 0.05
pair = [[float(transmission(np.array([ez0 + ep]), MASS * ep / C, lay)[0])
         for ep in (0.0, ep0)] for lay in (base, heavy)]
close(pair[0][1], pair[0][0], 1e-9)
assert pair[1][1] / pair[1][0] > 1.05

# Sizes of neglected effects
j_heavy = full_current(heavy, BIAS)
j_heavy_log = log_current(lambda e: transmission(e, 0.0, heavy), BIAS)
j_nonpar = full_current(barrier(BIAS, alpha_c=1 / GAP_C, alpha_b=1 / GAP_B), BIAS)
j_both = full_current(barrier(BIAS, mass_b=MASS_B, alpha_c=1 / GAP_C,
                              alpha_b=1 / GAP_B), BIAS)


def density(mu):                                            # per nm^3
    k, w = gauss(0, np.sqrt(MASS * (MU + 35 * KT) / C))
    return np.sum(w * k**2 * expit((mu - C * k**2 / MASS) / KT)) / np.pi**2


eps = EPS_R * sc.epsilon_0
dn_dmu = (density(MU + 1e-4) - density(MU - 1e-4)) / 2e-4 * 1e27
lam = np.sqrt(eps / (Q * dn_dmu)) * 1e9
field = BIAS / (WIDTH + 2 * lam)                            # V/nm
bend = field * lam
steps = 160
depth = 8 * lam * (np.arange(steps) + 0.5) / steps
thick = 8 * lam / steps
screened = ([(0.0, 0.0, MASS, 0.0)]
            + [(-bend * np.exp(-x / lam), thick, MASS, 0.0) for x in depth[::-1]]
            + [(u - bend, w, m, a) for u, w, m, a in barrier(field * WIDTH)[1:-1]]
            + [(-BIAS + bend * np.exp(-x / lam), thick, MASS, 0.0) for x in depth]
            + [(-BIAS, 0.0, MASS, 0.0)])
j_screen = log_current(lambda e: transmission(e, 0.0, screened), BIAS)
image = Q * np.log(2) / (4 * np.pi * eps * WIDTH * 1e-9)    # eV, metallic plates
lowered = barrier(BIAS, height=HEIGHT - image)
j_image = log_current(lambda e: transmission(e, 0.0, lowered), BIAS)

j_over = log_current(tr_base, BIAS, low=HEIGHT)
grid = np.linspace(1e-4, 0.6, 6000)
peak = grid[np.argmax(tr_base(grid) * supply(grid, MU, MU - BIAS))]


def change(j):
    return f"{j * 1e-4:.4g} A/cm2, change {100 * (j / j_main - 1):+.1f} %"


print(f"temperature {TEMP:.0f} K, kT = {KT:.5f} eV")
print(f"mass {MASS} m0, Fermi level above left band edge {MU} eV")
print(f"barrier height {HEIGHT} eV, width {WIDTH} nm, bias {BIAS} V")
print(f"field in barrier, unscreened contacts: {BIAS / WIDTH * 10:.3f} MV/cm")
print(f"contact electron density: {density(MU) * 1e21:.3e} cm^-3")
print(f"prefactor e m (kT)^2/(2 pi^2 hbar^3): {PRE * KT**2 * 1e-4:.4e} A/cm2")
print(f"Richardson constant for this mass: {PRE * (KT / TEMP)**2 * 1e-4:.3f} A/(cm2 K2)")
print("Ez (eV), transmission, supply function, product:")
for ez in (0.02, 0.05, 0.10, 0.15, 0.20, 0.25, 0.30):
    tr, su = float(tr_base(np.array([ez]))[0]), float(supply(ez, MU, MU - BIAS))
    print(f"  {ez:.2f}  {tr:.4e}  {su:.4e}  {tr * su:.4e}")
print(f"Ez of largest current per energy: {peak:.3f} eV")
print(f"stream from left: {j_left * 1e-4:.5g} A/cm2")
print(f"stream from right: {j_right * 1e-4:.5g} A/cm2")
print(f"Tsu-Esaki current density: {j_main * 1e-4:.5g} A/cm2 = {j_main:.4e} A/m2")
print(f"relative gap to the k-space definition: {dev_k:.1e}")
print(f"share of current with Ez above barrier top: {100 * j_over / j_main:.1f} %")
print(f"zero-temperature current, same Fermi level: {j_cold * 1e-4:.4g} A/cm2")
print(f"small-bias conductance per area: {g_area * 1e-4:.4g} S/cm2")
print(f"V/J of the barrier: {BIAS / (j_main * 1e-4):.3e} ohm cm2")
print(f"Neglected effects; rough inputs: barrier mass {MASS_B} m0,")
print(f"  gaps {GAP_C} and {GAP_B} eV, permittivity {EPS_R}, contact {RHO_C:.0e} ohm cm2")
print(f"transmission at Ez = {ez0} eV, transverse energy 0 and {ep0} eV:")
print(f"  equal masses {pair[0][0]:.4e}, {pair[0][1]:.4e}")
print(f"  heavier barrier mass {pair[1][0]:.4e}, {pair[1][1]:.4e}")
print(f"heavier barrier mass, double integral: {change(j_heavy)}")
print(f"heavier barrier mass, log formula kept: {j_heavy_log * 1e-4:.4g} A/cm2,")
print(f"  error of log formula there {100 * (j_heavy_log / j_heavy - 1):+.1f} %")
print(f"nonparabolic bands, equal edge masses: {change(j_nonpar)}")
print(f"nonparabolic bands and heavier barrier: {change(j_both)}")
print(f"screening length {lam:.2f} nm, bias across barrier {field * WIDTH:.4f} V")
print(f"band bending in each contact {bend:.4f} eV")
print(f"screened contacts, same total bias: {change(j_screen)}")
print(f"image lowering at mid-barrier, metal plates: {image:.4f} eV")
print(f"barrier lowered rigidly by that: {change(j_image)}")
print(f"voltage over one ohmic contact at this J: {j_main * 1e-4 * RHO_C * 1e3:.2f} mV")
print("finished without a failed check")
```

Printed output:

```
temperature 300 K, kT = 0.02585 eV
mass 0.067 m0, Fermi level above left band edge 0.08 eV
barrier height 0.25 eV, width 5.0 nm, bias 0.05 V
field in barrier, unscreened contacts: 0.100 MV/cm
contact electron density: 2.030e+18 cm^-3
prefactor e m (kT)^2/(2 pi^2 hbar^3): 7.2464e+05 A/cm2
Richardson constant for this mass: 8.052 A/(cm2 K2)
Ez (eV), transmission, supply function, product:
  0.02  4.8450e-03  1.5094e+00  7.3131e-03
  0.05  1.2285e-02  1.0537e+00  1.2944e-02
  0.10  3.5414e-02  3.1479e-01  1.1148e-02
  0.15  8.4935e-02  5.4965e-02  4.6684e-03
  0.20  1.8584e-01  8.2015e-03  1.5241e-03
  0.25  3.6800e-01  1.1912e-03  4.3835e-04
  0.30  6.2208e-01  1.7231e-04  1.0719e-04
Ez of largest current per energy: 0.067 eV
stream from left: 59808 A/cm2
stream from right: 13639 A/cm2
Tsu-Esaki current density: 46169 A/cm2 = 4.6169e+08 A/m2
relative gap to the k-space definition: 3.3e-15
share of current with Ez above barrier top: 0.9 %
zero-temperature current, same Fermi level: 2.199e+04 A/cm2
small-bias conductance per area: 9.655e+05 S/cm2
V/J of the barrier: 1.083e-06 ohm cm2
Neglected effects; rough inputs: barrier mass 0.09 m0,
  gaps 1.42 and 1.8 eV, permittivity 12.9, contact 1e-06 ohm cm2
transmission at Ez = 0.1 eV, transverse energy 0 and 0.05 eV:
  equal masses 3.5414e-02, 3.5414e-02
  heavier barrier mass 1.6646e-02, 2.1688e-02
heavier barrier mass, double integral: 2.69e+04 A/cm2, change -41.7 %
heavier barrier mass, log formula kept: 2.215e+04 A/cm2,
  error of log formula there -17.7 %
nonparabolic bands, equal edge masses: 5.226e+04 A/cm2, change +13.2 %
nonparabolic bands and heavier barrier: 3.168e+04 A/cm2, change -31.4 %
screening length 4.74 nm, bias across barrier 0.0173 V
band bending in each contact 0.0164 eV
screened contacts, same total bias: 4.94e+04 A/cm2, change +7.0 %
image lowering at mid-barrier, metal plates: 0.0155 eV
barrier lowered rigidly by that: 6.134e+04 A/cm2, change +32.9 %
voltage over one ohmic contact at this J: 46.17 mV
finished without a failed check
```
